\section*{Perturbation theory about a Coulomb-solvable kernel for two spin-0 particles, part 2}

Two oppositely charged spin-0 particles, masses $m_1,m_2$, form a bound state of centre-of-mass energy $P$ ($\hbar=c=1$; example energies in $m_1$). A prime means $\partial/\partial P$; $E_i=\sqrt{m_i^2+k^2}$, $\omega=E_1+E_2$, $M=m_1+m_2$, $\mu=m_1m_2/M$, $\epsilon_{1,2}=[P^2\pm(m_1^2-m_2^2)]/2P$, $p^2=\epsilon_i^2-m_i^2$.

The Bethe--Salpeter equation is $G=S+SKG$, with relative energy $k_0$ and
\begin{align}
\int\!\frac{dk_0}{2\pi}S&=\frac{1}{P+E_1-E_2}\,\frac{E_1(P+\omega)+E_2(P-\omega)}{2E_1E_2(P^2-\omega^2)}
=\frac{\omega}{2E_1E_2(P^2-\omega^2)}\nonumber\\
&=\frac{1}{4E_1E_2}\left[\frac{1}{P-\omega}-\frac{1}{P+\omega}\right],
\label{k0}
\end{align}
With $\bar S=2\pi\delta(k_0)/[4E_1E_2(P-\omega)]$, the kernel $\bar K=K+K(S-\bar S)\bar K$, taken at $k_0=0$ and divided by $\sqrt{4E_1E_2}$ at each end, gives the levels as poles of $[P-\omega-\bar K]^{-1}$.

The reference kernel is $K_0=N^{1/2}VN^{1/2}$, $V=-\alpha/r$, where
\begin{equation}
P-\omega=\left(\mathcal E-\frac{k^2}{2\mu}\right)N,\qquad
\mathcal E=\frac{p^2}{2\mu},\qquad
N(k,P)=2\mu\left[\frac{1}{\epsilon_1+E_1}+\frac{1}{\epsilon_2+E_2}\right].
\label{fac}
\end{equation}
Its levels have $p^2=-\gamma^2$, $\gamma=\mu\alpha/n$:
\begin{equation}
P_0=\sqrt{m_1^2-\gamma^2}+\sqrt{m_2^2-\gamma^2}=M-\frac{\gamma^2}{2\mu}-c_3\gamma^4+O(\gamma^6),\qquad c_3=\frac18\left(\frac1{m_1^3}+\frac1{m_2^3}\right).
\label{P0}
\end{equation}
With $x=P-P_0$, $G_0=[P-\omega-K_0]^{-1}=\psi\psi^T/x+R(P)$. Here $\psi=\sqrt Z\,N_0^{-1/2}\phi_{n\ell}$ is fixed at $P_0$, $\phi_m$ are normalized Schr\"odinger--Coulomb states with energies $\mathcal E_m$, $N_0=N(P_0)$, $Z=1/\mathcal E'=\mu P_0/\epsilon_1\epsilon_2$, $\nu=-N'/2N$, $\kappa=\mathcal E''/2\mathcal E'$, and
\begin{equation}
R(P_0)=N_0^{-1/2}\tilde G_CN_0^{-1/2}+\nu\psi\psi^T+\psi\psi^T\nu-\kappa\,\psi\psi^T,\qquad
\tilde G_C=\sum_{m\ne n}\frac{\phi_m\phi_m^T}{\mathcal E_n-\mathcal E_m}.
\label{R}
\end{equation}
\begin{equation}
\psi^T(1-K_0')\psi=1,\qquad K_0'=-(\nu K_0+K_0\nu),
\label{norm}
\end{equation}
At $k=0$, $P=M$, where also $2\nu=4\mu^2c_3$,
\begin{equation}
2\nu=\frac{2\mu}{M}\left[\frac{m_2}{4m_1^2}+\frac{m_1}{4m_2^2}\right]=\frac{m_1^3+m_2^3}{2M^2m_1m_2}=\frac{m_1^2-m_1m_2+m_2^2}{2Mm_1m_2}=\kappa ,
\label{canc}
\end{equation}
With $\delta K=\bar K-K_0$, the exact level condition is
\begin{equation}
P-P_0=\psi^T\left[1-\delta K(P)R(P)\right]^{-1}\delta K(P)\,\psi .
\label{exact}
\end{equation}
Its right side is $f(P)$; for several reference states, $f_{ab}$ has $\psi_a^T,\psi_b$ at the ends.

The table's first rows check \eqref{k0} for $m_1=1$, $m_2=2$ and the reduction for a retarded ladder (coupling $g^2$, exchange mass $0.5\,m_1$).

\emph{(e) Expand the level shift to third order in $\delta K$ using quantities at $P_0$, interpret the terms, and compare with Rayleigh--Schr\"odinger theory.}

\subsection*{Solution}

Replace $\delta K$ by $\lambda\,\delta K$. Then $f=\lambda f_1+\lambda^2f_2+\lambda^3f_3+\dots$ with $f_1=\psi^T\delta K\psi$, $f_2=\psi^T\delta KR\,\delta K\psi$, $f_3=\psi^T\delta KR\,\delta KR\,\delta K\psi$, each a function of $P$. Put $x=\lambda\Delta_1+\lambda^2\Delta_2+\lambda^3\Delta_3+\dots$ and Taylor-expand about $P_0$, where the $f_j$ are taken to be analytic:
\begin{equation}
x=\lambda\left(f_1+f_1'x+\tfrac12f_1''x^2\right)+\lambda^2\left(f_2+f_2'x\right)+\lambda^3f_3+O(\lambda^4).
\end{equation}
At order $\lambda^2$, $f_1'x$ contributes $f_1'\Delta_1$. At order $\lambda^3$, $f_1'x$ contributes $f_1'\Delta_2$, the quadratic term $\tfrac12f_1''\Delta_1^2$, and $f_2'x$ contributes $f_2'\Delta_1$. With $\langle X\rangle=\psi^TX(P_0)\psi$,
\begin{align}
\Delta_1&=\langle\delta K\rangle,\\
\Delta_2&=\langle\delta KR\,\delta K\rangle+\Delta_1\langle\delta K'\rangle,\label{D2}\\
\Delta_3&=\langle\delta KR\,\delta KR\,\delta K\rangle+\Delta_1\left[2\langle\delta K'R\,\delta K\rangle+\langle\delta KR'\delta K\rangle\right]+\Delta_2\langle\delta K'\rangle+\tfrac12\Delta_1^2\langle\delta K''\rangle .\label{D3}
\end{align}
The bracket is $f_2'$; the factor 2 uses the symmetry of $\delta K$ and $R$. This is bound-state perturbation theory of the Caswell--Lepage type. Energy derivatives of $\delta K$ first enter at second order. They express that the kernel must be evaluated at the shifted energy: keeping only $f_1+f_1'x$ gives $x=\Delta_1/(1-\langle\delta K'\rangle)$, whose expansion produces $\Delta_1\langle\delta K'\rangle$. The derivative acts on the operators only, never on $\psi$. Inserting \eqref{R} splits the first term of \eqref{D2},
\begin{equation}
\langle\delta KR\,\delta K\rangle=\langle\delta KN_0^{-1/2}\tilde G_CN_0^{-1/2}\delta K\rangle+\Delta_1\left[2\langle\delta K\,\nu\rangle-\kappa\Delta_1\right].
\label{splitD2}
\end{equation}

If $G_0=(P-H_0)^{-1}$ with $H_0$ and $\delta K$ independent of $P$, then $\psi^T\psi=1$, $R=\sum_{m\ne n}\psi_m\psi_m^T/(P-P_m)$ and $R'=-R^2$. Equation \eqref{D3} becomes $\langle\delta KR\,\delta KR\,\delta K\rangle-\Delta_1\langle\delta KR^2\delta K\rangle$, the Rayleigh--Schr\"odinger result.

The series can fail when the shift is comparable to the distance to another reference pole of the same symmetry, where $R$ is singular. For near-degenerate reference states $\psi_a$ with poles at $P_a$, one takes all their pole terms out of $R$, and the level condition becomes $\det[(P-P_a)\,\delta_{ab}-f_{ab}(P)]=0$. The series can also fail when $\bar K(P)$ has a branch point close to $P_0$, as at a threshold for photon emission. The formulas say nothing about how many diagrams $\bar K$ needs at a given order in $\alpha$. For photons of energy near $\mu\alpha^2$, any number of Coulomb exchanges during the photon's flight contributes at the same order and has to be summed inside $\bar K$.

\section*{(f) A target with an independent solution}

\emph{Take the instantaneous ladder model, with four-dimensional kernel $\sqrt{4E_1E_2(k)}\,V(\mathbf k-\mathbf q)\sqrt{4E_1E_2(q)}$. Find $\bar K$ and $\delta K'$, and an equation for $P$ that uses neither $N$ nor $\bar K$.}

\subsection*{Solution}

The kernel does not depend on $k_0$, so each intermediate $k_0$ integral acts on $S-\bar S$ alone. By \eqref{k0} it equals $-d/(4E_1E_2)$ with $d=1/(P+\omega)$, and the square roots cancel the denominator:
\begin{equation}
\bar K=V-Vd\bar K,\qquad \bar K=(1+Vd)^{-1}V .
\end{equation}
The inverse exists when $P+\omega+V$ is invertible, since $1+Vd=(P+\omega+V)d$. Kato's inequality $|k|\ge(2/\pi)/r$ and $\omega\ge2|k|$ make this operator positive for $\alpha<4/\pi$. Differentiating $(1+Vd)\bar K=V$ with $d'=-d^2$ gives $(1+Vd)\bar K'=Vd^2\bar K$, so $\bar K'=\bar Kd^2\bar K$ and, with \eqref{norm},
\begin{equation}
\delta K'=\bar Kd^2\bar K+\nu K_0+K_0\nu .
\label{dKp}
\end{equation}
Independently, integrating the homogeneous Bethe--Salpeter equation over $k_0$ with the full \eqref{k0} gives $\chi=2\omega(P^2-\omega^2)^{-1}V\chi$. Setting $\chi=\sqrt{2\omega}\,u$ and multiplying by $(P^2-\omega^2)/\sqrt{2\omega}$,
\begin{equation}
\left[\omega^2+\sqrt{2\omega}\,V\sqrt{2\omega}\right]u=P^2u ,
\label{P2}
\end{equation}
a linear symmetric eigenproblem. Its operator is $\sqrt{2\omega}\,(\omega/2+V)\sqrt{2\omega}$, which the same inequality makes positive only for $\alpha<2/\pi$; above that value the $s$-wave spectrum is unbounded below, so this smaller bound limits the model. This model is not scalar QED: transverse photons, the seagull vertex and the momentum dependence of the Coulomb vertex are absent, and taken together they change levels at order $\alpha^4\mu^2/M$ (how the change divides among them depends on the off-shell convention). For the $2p$ level the change is $-\mu^2\alpha^4/48M$, a recoil term: when one mass is infinite the model gives the Klein--Gordon $2p$ level through order $\alpha^4$. Its use is that \eqref{P2} gives the exact answer for an energy-dependent $\bar K$.

\section*{(g) Leading order in $\alpha$}

\emph{For $\ell\ge1$ and $\alpha\ll1$, find the leading term of $\Delta_1$ and of $\langle\delta K'\rangle$ in this model and count the order of $\Delta_2$.}

\subsection*{Solution}

For $k,\gamma\ll m_i$, $\epsilon_i+E_i\approx2m_i+(p^2+k^2)/2m_i$, so $1/(\epsilon_i+E_i)\approx1/2m_i-(p^2+k^2)/8m_i^3$ and $N\approx1-2\mu c_3(p^2+k^2)$. Then $N^{1/2}\approx1-\mu c_3(p^2+k^2)$, and with $d\approx1/2M$,
\begin{equation}
\delta K=(V-K_0)+(\bar K-V)\approx\mu c_3\{p^2+k^2,V\}-\frac{V^2}{2M}.
\end{equation}
At leading order $\psi\to\phi$ and $p^2=-\gamma^2$. The Schr\"odinger equation gives $k^2\phi=-(\gamma^2+2\mu V)\phi$, the virial theorem $\langle V\rangle=-\gamma^2/\mu$, and $\langle r^{-2}\rangle=\mu^2\alpha^2/[n^3(\ell+\frac12)]$. Therefore
\begin{equation}
\langle V-K_0\rangle\approx2\mu c_3\left[-2\gamma^2\langle V\rangle-2\mu\langle V^2\rangle\right]=c_3\left[4\gamma^4-4\mu^2\langle V^2\rangle\right],
\end{equation}
and with $4\mu^2\langle V^2\rangle=8\mu^4\alpha^4/[n^3(2\ell+1)]$,
\begin{equation}
\Delta_1\approx-\frac{c_3\mu^4\alpha^4}{n^4}\left[\frac{8n}{2\ell+1}-4\right]-\frac{\mu^2\alpha^4}{2Mn^3(\ell+\frac12)} .
\label{a4}
\end{equation}
The first term can be compared with the kinetic correction $-c_3\langle k^4\rangle$ from expanding $\omega$. Squaring $k^2\phi$ gives $\langle k^4\rangle=\gamma^4+4\mu\gamma^2\langle V\rangle+4\mu^2\langle V^2\rangle=4\mu^2\langle V^2\rangle-3\gamma^4$. The term $-c_3\gamma^4$ in \eqref{P0} plus $\langle V-K_0\rangle$ equals $c_3[3\gamma^4-4\mu^2\langle V^2\rangle]=-c_3\langle k^4\rangle$, as it must.

In \eqref{dKp} the first term is about $\langle V^2\rangle/4M^2$, of order $\alpha^4$, and the others give $\langle\delta K'\rangle\approx2\nu\langle V\rangle=-4\mu c_3\gamma^2$, of order $\alpha^2$. The derivative term of $\Delta_2$ is then of order $\alpha^4\cdot\alpha^2$. The reduced Coulomb term is of order $(\alpha^4)^2/\alpha^2$, since level spacings scale as $\mu\alpha^2$. Both are $\alpha^6$ and must be kept together. The last term of \eqref{splitD2} has two pieces of order $\alpha^8$ that cancel at leading order by \eqref{canc}. Loop momenta $k\sim m_i$ escape this expansion; a scaling estimate, two exchanges times $\gamma^{2\ell+3}$ from the wave function near the origin, puts them at $\alpha^{2\ell+5}$. This estimate is not tested here. It would place them at $\alpha^5$ for $\ell=0$, ahead of the $\alpha^6$ terms counted above and present in the reduced Coulomb term of $\Delta_2$ itself, which is why the counting is stated for $\ell\ge1$.

For the $2p$ state with $m_1=1$, $m_2=2$ the program asserts \eqref{a4} at $\alpha=0.01$ to $2\times10^{-3}$ relative; the ratios of $\Delta_1$ and of the exact shift to the formula are $0.99999$ and $1.00001$. Between $\alpha=0.04$ and $0.02$ the remainder, exact shift minus $\Delta_1$, scales with power $5.998$. The basis used, described in (h), scales with $\gamma$ and reaches only $k\approx54\gamma$, that is $0.72\,m_1$ and $0.36\,m_1$ at these couplings, so this test confirms the $\alpha^6$ counting of the soft region but does not resolve contributions from $k\sim m_i$.

\section*{(h) Worked example}

\emph{For the model parameters $m_1=1$, $m_2=2$, $\alpha=0.3$, evaluate the $2p$ level of the instantaneous ladder through third order and compare with the solution of \eqref{P2}.}

\subsection*{Solution}

The operators are represented in 120 Coulomb Sturmians of exponent $\gamma$, which contain $\phi_{2p}$ exactly. Functions of $k^2$ are formed in the eigenbasis of the $k^2$ matrix, so \eqref{fac} holds exactly in the basis; the largest $k$ is $5.43$. All energies are in $m_1$.

The reference data are $\mu=2/3$, $\mu\alpha^2=0.06$, $\gamma=0.1$, $\epsilon_1=0.9949874$, $\epsilon_2=1.9974984$, and $P_0=\epsilon_1+\epsilon_2=2.9924859$. Thus $P_0-M=-0.00751413$, against the Bohr value $-0.0075$; the difference is close to $-c_3\gamma^4$ with $c_3=0.140625$. Further $Z=\frac23(2.9924859)/(0.9949874\times1.9974984)=1.003776$, and \eqref{norm} reads $1.00376095-0.00376095=1$.

At first order,
\begin{equation}
\Delta_1=\langle V-K_0\rangle+\langle\bar K-V\rangle=(-1.80401-5.04015)\times10^{-5}=-6.84416\times10^{-5}.
\end{equation}
Formula \eqref{a4} has coefficient $-\frac1{432}-\frac1{162}=-0.00848765$, giving $-6.875\times10^{-5}$, from which $\Delta_1$ differs by $0.45\%$ of the estimate. This closeness is partly a cancellation: the two parts differ from their separate leading values $-1.875\times10^{-5}$ and $-5.000\times10^{-5}$ by $3.8\%$ and $0.8\%$ of those values, in opposite directions.

The derivative is $\langle\delta K'\rangle=-0.00375254$, near the estimate $-4\mu c_3\gamma^2=-0.00375$. It differs from $-\langle K_0'\rangle=-0.00376095$ by $8.4\times10^{-6}$, which matches $5.04\times10^{-5}/2M$, the expected size of $\langle\bar Kd^2\bar K\rangle$. At second order,
\begin{align}
\Delta_1\langle\delta K'\rangle&=(-6.84416\times10^{-5})(-0.00375254)=+2.56830\times10^{-7},\nonumber\\
\Delta_2&=-1.790845\times10^{-6}-0.000017\times10^{-6}+0.256830\times10^{-6}=-1.534032\times10^{-6},
\end{align}
the three entries being the reduced Coulomb, extra Laurent and derivative parts. With $\kappa=0.25158$, the piece $\kappa\Delta_1^2$ is $1.18\times10^{-9}$, and the extra Laurent part $-1.7\times10^{-11}$ is $1.4\%$ of it, the cancellation found in \eqref{canc}. At third order, in the sequence of \eqref{D3} and with $\langle\delta K''\rangle=0.002715$,
\begin{equation}
\Delta_3=(-7.2767+1.6270+0.5757+0.0006)\times10^{-8}=-5.0734\times10^{-8}.
\end{equation}
As an independent route the program solves $\det[P-\omega-K_0-\lambda\,\delta K]=0$ for 16 complex $\lambda$ on the unit circle and extracts the Taylor coefficients. It asserts agreement with $\Delta_1,\Delta_2,\Delta_3$ to relative $10^{-8}$, $10^{-6}$, $10^{-4}$. The extra Laurent part is $1.1\times10^{-5}$ of $\Delta_2$, so this test is sensitive to it.

Equation \eqref{P2} gives $P-P_0=-7.00286\times10^{-5}$, and \eqref{exact} evaluated at that $P$ returns the same value within the asserted $10^{-11}$. The residuals, exact shift minus partial sum, are $-1.587\times10^{-6}$, $-5.30\times10^{-8}$ and $-2.2\times10^{-9}$ after first, second and third order, or $2.3\%$, $0.076\%$ and $0.003\%$ of the exact shift. The successive ratios $\Delta_2/\Delta_1=0.022$, $\Delta_3/\Delta_2=0.033$ and residual$/\Delta_3=0.044$ are small but rise with order; the output shows this trend, and its cause is not examined here. Omitting $\Delta_1\langle\delta K'\rangle$ from $\Delta_2$ while keeping $\Delta_3$ leaves a residual of $+2.55\times10^{-7}$, five times $|\Delta_3|$ and $0.36\%$ of the shift.

Relative to threshold the level in this model lies at $P-M=-0.00758416\,m_1=-0.12640260\,\mu\alpha^2$, and the third-order sum gives $-0.12640256\,\mu\alpha^2$. Enlarging the basis from 120 to 160 functions changes the exact shift by $-6\times10^{-11}\,m_1$. The converged values, from a basis reaching $k\gg m_i$, are $P-P_0=-7.00287\times10^{-5}$, $\Delta_2=-1.53407\times10^{-6}$ and $\Delta_3=-5.075\times10^{-8}$, lower than the 120-function values by $1.0\times10^{-10}$, $4\times10^{-11}$ and $1.3\times10^{-11}$. The last digits quoted above for these quantities therefore belong to the basis, and the basis error of $\Delta_2$ exceeds its extra Laurent part. The basis error of the shift is about $5\%$ of the third-order residual, and $\Delta_1$, the third-order residual, the ratios and $P-M$ keep the digits shown.

\section*{Table of computed values}
\begin{verbatim}
k0 integral of S, P=2.9 k=0.5, quadrature = -0.4057892045 m1^-3
k0 integral of S, closed form = -0.4057892045 m1^-3
retarded ladder g^2 binding at P=2.9 (grid) = 193.6139157 m1^2
slice |eig(Kbar Sbar)-1| = 8.902217597e-16 
slice top eig(K Sbar), tree kernel only = 1.189303051 
example: m1=1, m2=2, alpha=0.3, 2p, 120 Sturmians
mu = 0.6666666667 m1
mu alpha^2 = 0.06 m1
gamma = 0.1 m1
largest k in basis = 5.42943956 m1
eps1 = 0.9949874371 m1
eps2 = 1.997498436 m1
P0 = 2.992485873 m1
P0-M = -0.00751412735 m1
Bohr level = -0.0075 m1
Z = 1.003775993 
psi.psi = 1.003760952 
<K0'> = 0.003760951757 
calE''/2calE' at P0 = 0.2515764956 m1^-1
2nu at k=0,P=M = 0.2500000411 m1^-1
<V>-<K0> = -1.804007153e-05 m1
<Kbar>-<V> = -5.040152114e-05 m1
D1 = -6.844159266e-05 m1
D1 from lambda circle = -6.844159266e-05 m1
<dK'> = -0.003752544271 
<dK''> = 0.002715275748 m1^-1
D2 reduced Coulomb part = -1.790845345e-06 m1
D2 extra Laurent part = -1.68628632e-11 m1
D2 derivative part = 2.568301065e-07 m1
D2 = -1.534032102e-06 m1
D2 from lambda circle = -1.534032102e-06 m1
D3 <dK R dK R dK> = -7.276722693e-08 m1
D3 D1<dK R dK>' = 1.626996936e-08 m1
D3 D2<dK'> = 5.756523375e-09 m1
D3 D1^2<dK''>/2 = 6.359517392e-12 m1
D3 = -5.073437467e-08 m1
D3 from lambda circle = -5.073437467e-08 m1
exact P-P0 = -7.002859797e-05 m1
resummed P-P0 = -7.002859797e-05 m1
exact - D1 = -1.587005307e-06 m1
exact - D1 - D2 = -5.297320562e-08 m1
exact - D1 - D2 - D3 = -2.238830954e-09 m1
same, D1<dK'> omitted from D2 = 2.545912755e-07 m1
basis 160 minus 120, exact shift = -6.446633071e-11 m1
exact P-M = -0.007584155948 m1
exact P-M = -0.1264025991 mu alpha^2
P0-M+D1+D2+D3 = -0.1264025618 mu alpha^2
c3 = 0.140625 m1^-3
alpha^4 coefficient of D1 = -0.008487654321 m1
alpha^4 estimate at alpha=0.3 = -6.875e-05 m1
D1/alpha^4 formula, alpha=0.01 = 0.9999856757 
exact/alpha^4 formula, alpha=0.01 = 1.000012033 
power of alpha in exact-D1 (0.04 vs 0.02) = 5.997686231
\end{verbatim}
